# Core-Level Shifts from Equivalent Cores: Two Derivations of Jolly's Expression

To calculate how far a carbon 1s level shifts from one molecule to another, one must choose how to treat the ionized state. One can converge a state with a hole in the 1s shell, which lies hundreds of electronvolts above the ground state of the ion. Or one can replace the ionized carbon by nitrogen, fill its core, and compute an ordinary closed-shell cation. The second route needs no core hole and can also use thermochemical data. At fixed geometry, whether it reproduces the core-hole result depends on how much one quantity, the core-exchange energy, differs between the two molecules; with thermochemical data the relaxation energies of the cations enter as well.

## Definitions

Let M be a closed-shell molecule containing one atom of the element studied, with nuclear charge number $Z$ and a $1s^2$ core. Let R be a reference molecule of the same kind. Three species are needed for each:

- M, the neutral molecule in its ground state;
- M$^{+*}$, the ion with one 1s electron removed from the chosen atom and the other electrons relaxed;
- M$'^+$, the cation in which that atom is replaced by element $Z+1$ with a full core.

M$^{+*}$ and M$'^+$ have the same total charge and the same number of valence electrons. Photoionization is fast compared with nuclear motion, so both are first taken at the geometry of M. With the ejected electron at rest far away, the binding energy is

$$E_B(\mathrm M)=E(\mathrm M^{+*})-E(\mathrm M). \qquad (1)$$

The shift is $\Delta E_B=E_B(\mathrm M)-E_B(\mathrm R)$, positive when the electron is bound more strongly in M. Relativistic corrections and zero-point energies are left out.

## First derivation: a reaction cycle

Writing (1) for both molecules and subtracting gives

$$\Delta E_B=E(\mathrm M^{+*})+E(\mathrm R)-E(\mathrm M)-E(\mathrm R^{+*}). \qquad (2)$$

This is the energy of the reaction M + R$^{+*}$ → M$^{+*}$ + R. To remove the core-hole species, exchange the ionized core for the full core of the next element. For carbon,

$$\mathrm M^{+*}+\mathrm N^{5+}(1s^2)\rightarrow \mathrm M'^{+}+\mathrm C^{5+}(1s^1). \qquad (3)$$

The two cores have equal charge, since $7-2=6-1=5$. For general $Z$ both charges are $Z-1$. The energy of reaction (3) is the core-exchange energy,

$$\delta_{\mathrm M}=E(\mathrm M'^+)+E(\mathrm C^{5+})-E(\mathrm M^{+*})-E(\mathrm N^{5+}). \qquad (4)$$

Define the free-core difference $\Delta_c=E(\mathrm N^{5+})-E(\mathrm C^{5+})$ and solve (4) for the core-hole energy:

$$E(\mathrm M^{+*})=E(\mathrm M'^+)-\Delta_c-\delta_{\mathrm M}. \qquad (5)$$

Inserting this in (1) gives

$$E_B(\mathrm M)=E(\mathrm M'^+)-E(\mathrm M)-\Delta_c-\delta_{\mathrm M}. \qquad (6)$$

The same equation holds for R. On subtraction $\Delta_c$ cancels, because it belongs to free ions and not to either molecule:

$$\boxed{\Delta E_B=\Delta E_{rx}-(\delta_{\mathrm M}-\delta_{\mathrm R})} \qquad (7)$$

$$\Delta E_{rx}=E(\mathrm M'^+)+E(\mathrm R)-E(\mathrm M)-E(\mathrm R'^+). \qquad (8)$$

Equation (8) is the energy of M + R$'^+$ → M$'^+$ + R, a reaction among ground-state species. Jolly's expression is $\Delta E_B\approx\Delta E_{rx}$, and (7) shows the assumption behind it:

$$\delta_{\mathrm M}=\delta_{\mathrm R}. \qquad (9)$$

The core-exchange energies must be equal; they need not vanish. The stronger assumption $\delta_{\mathrm M}=0$ would turn (6) into an estimate of the absolute binding energy.

**Thermochemical data.** Tabulated energies refer to cations that have relaxed to their own geometry. Let $w_{\mathrm M}$ be the energy that M$'^+$ releases in relaxing from the geometry of M. Then $E(\mathrm M'^+)=E_{relaxed}(\mathrm M'^+)+w_{\mathrm M}$, and (7) becomes

$$\Delta E_B=\Delta E_{rx}^{relaxed}+(w_{\mathrm M}-w_{\mathrm R})-(\delta_{\mathrm M}-\delta_{\mathrm R}). \qquad (10)$$

A second near-equality, $w_{\mathrm M}\approx w_{\mathrm R}$, is therefore needed, unless the two differences happen to offset each other. If M$'^+$ has no bound structure near that of M, $w_{\mathrm M}$ may be large and the relaxed reaction energy a poor guide. With reaction enthalpies, the $pV$ terms cancel for ideal gases because two molecules form two molecules, while differences in vibrational energy remain.

## Second derivation: a continuous change of core

The cycle does not say why $\delta$ should be similar in different molecules. A second route to (7) does so, within restricted Hartree–Fock theory. Let the nuclear charge number be $Z+\lambda$ and the number of core electrons $n=1+\lambda$. As $\lambda$ runs from 0 to 1, M$^{+*}$ becomes M$'^+$, and the core charge $Z+\lambda-n=Z-1$ stays fixed.

Put the chosen nucleus at the origin and write $k=e^2/4\pi\varepsilon_0$. Other nuclei have charge numbers $Z_B$, positions $\mathbf R_B$ and distances $R_B$ from the origin. The core orbital is $c$; the index $v$ runs over all other occupied spatial orbitals, each holding two electrons. The one-electron operator is

$$h_\lambda=-\frac{\hbar^2\nabla^2}{2m_e}-\frac{k(Z+\lambda)}{r}-\sum_B\frac{kZ_B}{|\mathbf r-\mathbf R_B|}. \qquad (11)$$

Let $J_a$ and $K_a$ be the Coulomb and exchange operators of one electron in orbital $a$, and let $G=\sum_v(2J_v-K_v)$. The energy is

$$E(\lambda)=\sum_v\langle v|2h_\lambda+G|v\rangle+n\langle c|h_\lambda+G|c\rangle+\lambda\langle c|J_c|c\rangle+E_{nn}(\lambda). \qquad (12)$$

The factor in $G$ arises because a core electron repels both electrons of each pair but has exchange with only the one of equal spin. The third term is the repulsion within the core: none for one electron ($\lambda=0$), and one pair for two ($\lambda=1$). Between these ends (12) is an interpolation, not a physical state. The end energies do not depend on how it is chosen, but the division of their difference into the parts defined below may, since those parts are integrals over the intermediate orbitals.

At each $\lambda$ the orbitals make $E$ stationary under variations that keep them orthonormal. That constraint does not contain $\lambda$, so the change of the orbitals does not contribute to $dE/d\lambda$. Stationarity is enough; the core-hole state need not be a minimum. In a finite basis the basis functions must also stay fixed along the path. The explicit dependences on $\lambda$ are:

- $dn/d\lambda=1$, which gives $\langle c|h_\lambda+G|c\rangle$;
- the factor $\lambda$ of the core repulsion, which gives $\langle c|J_c|c\rangle$;
- $dh_\lambda/d\lambda=-k/r$, which acts on every electron;
- the nuclear repulsion, with $dE_{nn}/d\lambda=\sum_B kZ_B/R_B$.

With $\rho_v$ the number density of the electrons outside $c$, the sum is

$$\frac{dE}{d\lambda}=\langle c|h_\lambda+G+J_c|c\rangle-k\!\int\!\frac{\rho_v}{r}\,d^3r-nk\Big\langle c\Big|\frac1r\Big|c\Big\rangle+\sum_B\frac{kZ_B}{R_B}. \qquad (13)$$

Now collect the electrostatic energy of an electron at $\mathbf r$ in the field of everything outside the core:

$$U(\mathbf r)=k\!\int\!\frac{\rho_v(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'-\sum_B\frac{kZ_B}{|\mathbf r-\mathbf R_B|}. \qquad (14)$$

The Coulomb part of $G$ together with the attraction to the other nuclei gives $\langle c|U|c\rangle$ in (13). The second and last terms of (13) are together $-U(0)$. Hence

$$\frac{dE}{d\lambda}=\big[\langle c|U|c\rangle-U(0)\big]-\sum_v\langle c|K_v|c\rangle+q(\lambda), \qquad (15)$$

$$q(\lambda)=\Big\langle c\Big|-\frac{\hbar^2\nabla^2}{2m_e}-\frac{k(Z+\lambda)}{r}+J_c\Big|c\Big\rangle-nk\Big\langle c\Big|\frac1r\Big|c\Big\rangle. \qquad (16)$$

For a free core the first two terms of (15) are absent. What remains is $q_0(\lambda)$, which is (16) with the free-core orbital, and its integral from 0 to 1 is $\Delta_c$. Integrating (15) therefore gives

$$E(\mathrm M'^+)-E(\mathrm M^{+*})=\Delta_c+P_{\mathrm M}+X_{\mathrm M}+Q_{\mathrm M}, \qquad (17)$$

where $P$ and $X$ are the integrals of the first and second terms of (15), and $Q=\int_0^1(q-q_0)\,d\lambda$. Solving (17) for $E(\mathrm M^{+*})$ and using (1),

$$E_B(\mathrm M)=E(\mathrm M'^+)-E(\mathrm M)-\Delta_c-(P_{\mathrm M}+X_{\mathrm M}+Q_{\mathrm M}). \qquad (18)$$

Subtracting the same equation for R gives (7) again, now with

$$\delta_{\mathrm M}=P_{\mathrm M}+X_{\mathrm M}+Q_{\mathrm M}. \qquad (19)$$

**Why the parts are local.** $P$ compares the potential energy averaged over the core electron with its value at the nucleus. Take a 1s density $|c|^2=(\zeta^3/\pi)e^{-2\zeta r}$ and a unit charge at distance $s$ from the nucleus. By the shell theorem, core charge inside radius $s$ acts as if it were at the centre, while a shell of radius $r>s$ contributes $1/r$ instead of $1/s$. The averaged inverse distance thus falls below $1/s$ by

$$g(s)=\int_s^\infty4\zeta^3r^2e^{-2\zeta r}\Big(\frac1s-\frac1r\Big)dr. \qquad (20)$$

The two integrals needed are

$$\int_s^\infty r^2e^{-2\zeta r}dr=e^{-2\zeta s}\Big(\frac{s^2}{2\zeta}+\frac{s}{2\zeta^2}+\frac1{4\zeta^3}\Big),\quad \int_s^\infty re^{-2\zeta r}dr=e^{-2\zeta s}\Big(\frac{s}{2\zeta}+\frac1{4\zeta^2}\Big).$$

Dividing the first by $s$ and subtracting the second cancels the terms in $s/2\zeta$ and leaves $e^{-2\zeta s}[1/4\zeta^2+1/(4\zeta^3s)]$. Multiplication by $4\zeta^3$ gives

$$g(s)=e^{-2\zeta s}\Big(\frac1s+\zeta\Big). \qquad (21)$$

An electron at distance $s$ contributes $-k\,g(s)$ to the first bracket of (15). With $\zeta=6/a_0$, where $a_0$ is the Bohr radius, $k\,g$ is 31.8 eV at $s=0.10$ Å and about $2\times10^{-9}$ eV at the bond length of CO. For a spherical core, then, neighbouring nuclei contribute almost nothing directly to $P$, which comes from the electrons that penetrate the core. Neighbours still act indirectly, by changing those electrons.

The exchange part is local too, because $\langle c|K_v|c\rangle$ contains the product $c\,v$, which is small wherever $c$ is small. $Q$ would vanish if the core orbital were that of the free ion at every $\lambda$; it measures how the surroundings alter the core.

The condition $\delta_{\mathrm M}=\delta_{\mathrm R}$ thus has a physical content: it holds closely when the valence electrons look alike inside the core region and the core itself is little distorted by what lies outside, and otherwise only if the changes in $P$, $X$ and $Q$ offset each other. A distant external charge is a favourable limit. It can shift the level, but it enters $\delta$ only as far as it distorts the electrons in or near the core.

## Carbon 1s shifts relative to methane

The following energies are restricted Hartree–Fock values, with an explicit core-hole calculation for M$^{+*}$. Carbon and nitrogen share one uncontracted basis, and the other atoms carry 6-31G**. Bond lengths were minimized at RHF/6-31G**. CH₃F and NH₃F⁺ have fixed tetrahedral angles and hydrogen distances taken from CH₄ and NH₄⁺.

For carbon monoxide the reaction is CO + NH₄⁺ → NO⁺ + CH₄. With the cations at the geometries of the neutral molecules,

$$\begin{aligned}E(\mathrm{NO^+})-E(\mathrm{CO})&=-3507.623+3068.058=-439.565\ \text{eV},\\ E(\mathrm{NH_4^+})-E(\mathrm{CH_4})&=-1538.519+1094.152=-444.367\ \text{eV},\\ \Delta E_{rx}&=-439.565+444.367=4.802\ \text{eV}.\end{aligned}$$

The core-hole calculation gives

$$\begin{aligned}E_B(\mathrm{CO})&=-2770.937+3068.058=297.121\ \text{eV},\\ E_B(\mathrm{CH_4})&=-803.347+1094.152=290.805\ \text{eV},\end{aligned}$$

and so a shift of 6.316 eV. In molar units the shift is 609 kJ/mol and the reaction energy 463 kJ/mol. The missing 1.51 eV is the difference in $\delta$, which is −9.20 eV in CO and −7.69 eV in CH₄. The more negative value in CO makes the core-hole shift larger than the reaction energy, as the sign in (7) requires.

All three molecules, in eV:

| M | shift | $\Delta E_{rx}$ | relaxed | $\delta_{\mathrm M}-\delta_{\mathrm{CH_4}}$ |
|---|---:|---:|---:|---:|
| CH₃F | 2.84 | 2.85 | 2.96 | 0.01 |
| CO | 6.32 | 4.80 | 4.71 | −1.51 |
| CO₂ | 8.57 | 8.15 | 8.17 | −0.42 |

These values are not converged in the basis to the digits shown. With triple-zeta sets on the other atoms and a larger shared basis on carbon and nitrogen (13s7p2d), at the same geometries, the CO shift and reaction energy fall by 0.13 and 0.11 eV (to 6.19 and 4.69 eV) and those of CH₃F rise by about 0.06 eV, while the differences in $\delta$ move by less than 0.02 eV (to −1.50 and 0.02 eV). The basis dependence for CO₂ was not examined.

Relative to the core-hole shift, the vertical reaction energy is off by less than 1% for CH₃F, about 5% for CO₂ and 24% for CO. The order of the shifts is right in each case. Cation relaxation matters less than the difference in $\delta$ for CO and CO₂, but more for CH₃F, where it moves the reaction energy by 0.11 eV against 0.01 eV from $\delta$: $w$ lies between 0.30 and 0.50 eV, and its difference from methane is at most 0.11 eV in size. For NH₃F⁺ only the N–F length was optimized, so its $w$ is a lower bound.

The stronger assumption $\delta=0$ fails much more widely. It gives a binding energy of 283.1 eV for methane, 7.7 eV below the core-hole value. Most of that error is common to the four molecules and cancels in a shift.

The parts of $\delta$ show where the equality breaks down (eV):

| M | $P$ | $X$ | $Q$ |
|---|---:|---:|---:|
| CH₄ | −6.15 | −3.11 | 1.57 |
| CH₃F | −6.15 | −3.07 | 1.53 |
| CO | −7.50 | −3.24 | 1.53 |
| CO₂ | −6.53 | −3.13 | 1.55 |

From CH₄ to CO, $P$ changes by −1.35 eV, $X$ by −0.13 eV and $Q$ by −0.03 eV. About nine tenths of the discrepancy is therefore electrostatic penetration. A plausible source is the lone pair on carbon, which would place more s density near the nucleus; this attribution is a conjecture, since the calculation does not separate $P$ by orbital. In CH₃F the close agreement owes something to cancellation, as $X$ and $Q$ change by about 0.05 and −0.03 eV.

The core in a molecule is not perfectly isolated and spherical. In core-ionized CO, the potential energy due to the oxygen nucleus differs by 0.04 to 0.05 eV in magnitude, depending on the basis, between the core average and the carbon nucleus, where the ideal difference is practically zero. This is small beside the 1.5 eV at issue.

The numerical check tests the path integral (17) against separately computed total energies, and (21) against quadrature.

## What each derivation assumes

The reaction cycle assumes that the species have well-defined energies, all obtained from the same Hamiltonian. It needs no orbitals and no mean field. Equation (7) is then an identity, and the approximation enters at (9). The price is that $\delta$ is a bare energy difference: the cycle states what must be equal without indicating when it will be.

The path derivation assumes more. It uses Hartree–Fock energies, closed shells outside the core, stationary orbitals, and a solution that can be followed continuously from $\lambda=0$ to $\lambda=1$. In return it resolves $\delta$ into (19) and traces it to the core region. That resolution belongs to the mean-field model. With electron correlation, (4) still defines $\delta$, but $P+X+Q$ need not exhaust it, so the 1.5 eV found for CO is a spin-restricted Hartree–Fock result and not a prediction of the discrepancy with measured data. Releasing the spin restriction alone lowers the methane binding energy by about 0.25 eV.

Both derivations give (7); the second adds a working rule. Replacing the core hole by the next element is expected to work when M and R have similar valence structure close to the ionized nucleus; CH₄ and CH₃F, the one such pair computed here, bear this out. When that structure changes, the reaction energy need not reproduce the core-hole shift: between CH₄ and CO the two differ by 1.5 eV at the restricted Hartree–Fock level. Which of them lies closer to a measured shift is not decided by this calculation.

## Table of computed values

```
Free cores, total energy (eV)
  C5+(1s1) -489.788   N5+(1s2) -1217.270
  N5+ minus C5+ -727.482
Minimized bond lengths (angstrom): molecule, cation
  CH4   1.0837   NH4+   1.0119
  CH3F  1.3634   NH3F+  1.3275
  CO    1.1135   NO+    1.0403
  CO2   1.1433   NO2+   1.0913
Total energies (eV): M, M+*, M'+ vertical, M'+ relaxed
  CH4   -1094.152 -803.347 -1538.519 -1538.931
  CH3F  -3783.692 -3490.047 -4225.210 -4225.511
  CO    -3068.058 -2770.937 -3507.623 -3508.128
  CO2   -5106.065 -4806.693 -5542.283 -5542.679
C 1s binding energy (eV): core-hole SCF, estimate with delta=0
  CH4   290.805   283.115
  CH3F  293.645   285.963
  CO    297.121   287.916
  CO2   299.372   291.265
Core-exchange energy (eV): delta, parts P, X, Q
  CH4   -7.691   -6.147 -3.112 1.568
  CH3F  -7.682   -6.151 -3.065 1.534
  CO    -9.205   -7.498 -3.241 1.534
  CO2   -8.107   -6.532 -3.127 1.550
Cation relaxation energy w (eV)
  CH4   0.412
  CH3F  0.301
  CO    0.504
  CO2   0.396
Relative to CH4 (eV): shift, vertical dE_rx, relaxed dE_rx
  CH3F  2.840   2.849   2.959
  CO    6.316   4.802   4.709
  CO2   8.567   8.150   8.166
Same three quantities (kJ/mol)
  CH3F  274.0   274.8   285.5
  CO    609.4   463.3   454.4
  CO2   826.6   786.3   787.9
delta_M - delta_CH4 and w_M - w_CH4 (eV)
  CH3F  0.009   -0.111
  CO    -1.514   0.093
  CO2   -0.417   -0.016
Mean |vertical dE_rx - shift| 0.647 eV
Largest path-integral mismatch 5.4e-04 eV
O nucleus acting on the C core in CO (eV)
  core average 103.4988   at C nucleus 103.4511
Penetration weight k*exp(-2 zeta s)(1/s+zeta), zeta=6/a0
  s=0.10 angstrom: 31.818 eV
  s=CO bond length: 1.9e-09 eV
```
